# Canonical and grand-canonical twist averaging for free electrons, part 2

Free electrons in $d=1,2,3$ dimensions occupy a cell of volume $V$ with twisted boundary conditions. The question is how far their twist-averaged energy at fixed electron number lies above that of the infinite system. Hartree atomic units are used. Extensive quantities refer to one spin species with $N$ electrons; in an unpolarized gas both species fill the same levels.

The cell has direct lattice vectors $\mathbf R$ and reciprocal vectors $\mathbf G$. At twist $\boldsymbol\theta$ the levels $\tfrac12|\mathbf G+\boldsymbol\theta|^2$, sorted upward, are $\varepsilon_j$, and $N(\varepsilon,\boldsymbol\theta)$ counts those below $\varepsilon$. Brackets $\langle\cdot\rangle$ denote the uniform average over one reciprocal cell, of volume $v=(2\pi)^d/V$.

The infinite system fills the ball $|\mathbf k|<k_F$, with $\mu=k_F^2/2$. With $c_d=2,\pi,4\pi/3$, $\bar N(\varepsilon)=c_dk^d/v$ at $\varepsilon=k^2/2$, and $\bar N(\mu)=N$. The density of states at $\mu$ is $g=dN/(2\mu)$. For $M$ electrons $E_\infty(M)=\frac{d}{d+2}M\mu(M)$, with $\mu(M)\propto M^{2/d}$. Cubic cells have side $L$, $b=2\pi/L$ and $r=k_F/b$.

Canonical filling takes the $N$ lowest levels, with energy $E_N$. Grand-canonical filling takes all levels below $\mu$, with energy $E_\mu$ and number $N(\mu,\boldsymbol\theta)=N+\delta N$. The excess is $\Delta E_N=\langle E_N\rangle-E_\infty(N)$.

For integrable $F$,

$$\Big\langle\sum_{\mathbf G}F(\mathbf G+\boldsymbol\theta)\Big\rangle=\frac1v\sum_{\mathbf G}\int_{\rm cell}F(\mathbf G+\boldsymbol\theta)\,d^d\theta=\frac1v\int F(\mathbf k)\,d^dk.\tag{1}$$

Section 3 gave $\langle N(\varepsilon,\boldsymbol\theta)\rangle=\bar N(\varepsilon)$, $\langle\delta N\rangle=0$ and $\langle E_\mu\rangle=E_\infty(N)$. Its conditions for exactness are the infinite system's $\mu$, a complete twist integral, energy per electron formed as $\langle E_\mu\rangle/\langle N\rangle$, and independent electrons. In 3D, with $y=k_Fx$, the density matrix is

$$\frac{\rho(x)}{\rho(0)}=\frac{3}{k_F^3}\int_0^{k_F}k^2\frac{\sin kx}{kx}dk=\frac{3(\sin y-y\cos y)}{y^3}=\frac{3j_1(y)}{y}.\tag{2}$$

Canonical filling occupies the first $N$ Brillouin zones, bounded by Bragg planes. The volume it displaces from inside the ball to outside is $wv$, with $2w=\langle|\delta N|\rangle$, and

$$\Delta E_N\ge E_\infty(N+w)+E_\infty(N-w)-2E_\infty(N).\tag{5}$$

The right side is $w^2/g$ to second order in $w/N$. For the square cell with $N=5$, section 5 found $\Delta E_5=0.06612\,b^2$.

Quadrature means sorting levels at product Gauss-Legendre nodes on $[0,b/2]^d$: $120\times122$ in 2D, $36\times38\times40$ in 3D.

## 7. The excess as an integral over energy

Define the grand potential at one twist, $\Phi(\boldsymbol\theta)=\sum_{\varepsilon_j<\mu}(\varepsilon_j-\mu)=E_\mu-\mu N(\mu,\boldsymbol\theta)$. Section 3 gives $\langle\Phi\rangle=E_\infty-\mu N$. In the difference $E_N-\mu N-\Phi$, the levels that are both among the first $N$ and below $\mu$ cancel. With $(z)_+=\max(z,0)$,

$$E_N-\mu N-\Phi=\sum_{j\le N}(\varepsilon_j-\mu)_++\sum_{j>N}(\mu-\varepsilon_j)_+ .$$

Write $(\varepsilon_j-\mu)_+=\int_\mu^\infty\Theta(\varepsilon_j-\varepsilon)\,d\varepsilon$. The number of $j\le N$ with $\varepsilon_j>\varepsilon$ is $(N-N(\varepsilon,\boldsymbol\theta))_+$. In the same way the second sum is $\int_0^\mu(N(\varepsilon,\boldsymbol\theta)-N)_+\,d\varepsilon$. Let $X=N(\varepsilon,\boldsymbol\theta)-N$, with $\langle X\rangle=\bar N(\varepsilon)-N$. For $\varepsilon>\mu$, $(-X)_+=\tfrac12(|X|-X)$ and $\langle X\rangle>0$. For $\varepsilon<\mu$, $(X)_+=\tfrac12(|X|+X)$ and $\langle X\rangle<0$. In both ranges the average is $\tfrac12(\langle|X|\rangle-|\langle X\rangle|)$, so

$$\Delta E_N=\frac12\int_0^\infty d\varepsilon\,\Big[\langle|N(\varepsilon,\boldsymbol\theta)-N|\rangle-|\bar N(\varepsilon)-N|\Big].\tag{6}$$

The bracket is nonzero only at energies where the count lies above $N$ at some twists and below it at others. For the square cell with $N=5$, the trapezoid rule with 601 energies on $[0,1.8\,b^2]$ gives $0.06612\,b^2$, as in section 5.

The bracket has an exact sum over $N$ at fixed $\varepsilon$. Let $K$ be an integer above every value of the count. For an integer $M$ in $[0,K]$,

$$T(M)=\sum_{N=0}^K|M-N|=\frac{M(M+1)}2+\frac{(K-M)(K-M+1)}2=M^2-KM+\frac{K(K+1)}2 .$$

For real $x=n+f$ with $n$ an integer and $0\le f<1$, every term $|x-N|$ is linear in $x$ between $n$ and $n+1$, so $T(x)=(1-f)T(n)+fT(n+1)$. The linear terms interpolate to $-Kx$, and the quadratic term gives $(1-f)n^2+f(n+1)^2=n^2+2nf+f=x^2+f(1-f)$. Averaging $T(M)$ over twists with $M=N(\varepsilon,\boldsymbol\theta)$ and subtracting $T(\bar N)$,

$$\sum_N\Big[\langle|N(\varepsilon,\boldsymbol\theta)-N|\rangle-|\bar N-N|\Big]=\sigma^2(\varepsilon)-f(1-f),\tag{7}$$

where $\sigma^2=\langle N(\varepsilon,\boldsymbol\theta)^2\rangle-\bar N^2$ and $f$ is the fractional part of $\bar N(\varepsilon)$.

In the limit $d=1$ the count at any energy takes only the values $n$ and $n+1$, with probabilities $1-f$ and $f$ fixed by the mean. Then $\sigma^2=f(1-f)$, every bracket vanishes, and $\Delta E_N=0$.

Summing (6) over a window of $\Delta N$ consecutive values of $N$ and using (7) gives $\tfrac12\int(\sigma^2-f(1-f))\,d\varepsilon$ over the matching energy window, up to edge terms, because an energy $\varepsilon$ feeds all $N$ within a few $\sigma$ of $\bar N(\varepsilon)$. About $\sigma$ values of $N$ at each edge are affected, so the edge terms are a fraction of order $\sigma/\Delta N$ of the sum; this is an estimate, not a bound. The energy window has width $\Delta N/g$, and $\int_0^1f(1-f)\,df=1/6$. For $\sigma\ll\Delta N\ll N$, with overbars for window averages,

$$\overline{\Delta E}\approx\frac{\overline{\sigma^2}-1/6}{2g},\qquad\overline{\Delta E/E_\infty}\approx\frac{(d+2)\,(\overline{\sigma^2}-1/6)}{d^2N^2},\tag{8}$$

where the second form uses $1/(2g)=\mu/(dN)$ and $E_\infty=dN\mu/(d+2)$. Used at a single $N$ with $\sigma^2(\mu)$, (8) is an estimate without a controlled error.

## 8. The variance and the scaling law

Take cubic cells with $b=1$, so that $\mathbf G$ is an integer vector, and let $\chi$ be the indicator of the ball of radius $r$. Squaring the count, writing the second lattice vector as the first plus $\mathbf G$, and unfolding the first sum with (1),

$$\langle N^2\rangle=\sum_{\mathbf G}\int\chi(\mathbf k)\chi(\mathbf k+\mathbf G)\,d^dk=\sum_{|\mathbf G|<2r}\Lambda_d(|\mathbf G|),$$

where $\Lambda_d(s)$ is the overlap of two balls whose centres are $s$ apart. In 2D it is two segments with $\cos\alpha=s/2r$, so $\Lambda_2=2r^2\arccos(s/2r)-\tfrac s2\sqrt{4r^2-s^2}$. In 3D it is two caps of height $h=r-s/2$ and volume $\pi h^2(3r-h)/3$ each, so $\Lambda_3=\pi(2r-s)^2(4r+s)/12$. Then $\sigma^2=\sum\Lambda_d-\bar N^2$ is a finite closed form.

With it, (7) at $r=2.3$ in 2D, where $\bar N=16.6190$, has right side $1.0279$; the left side by twist quadrature is $1.0266$. For the summed form, take $\sum_{N<K}\Delta E_N+\tfrac12\Delta E_K$, where the halved last term centres the cut on $\bar N=K$, and compare it with $\tfrac12\int(\sigma^2-f(1-f))\,r\,dr$ up to the radius of $K$, by the trapezoid rule. In 2D with $K=60$ the values are $5.5440\,b^2$ and $5.5277\,b^2$. In 3D with $K=57$ they are $2.9570\,b^2$ and $2.9650\,b^2$. Each pair differs by $0.3\%$ of the integral. The edge term depends on $K$: in 3D the difference is about $1\%$ at $K=40$ and reaches about $5\%$ for some $K$ between 20 and 60.

For large $r$ a Fourier form is more useful. The count is periodic in $\boldsymbol\theta$, $N=\sum_{\mathbf m}a_{\mathbf m}e^{2\pi i\mathbf m\cdot\boldsymbol\theta}$ with integer $\mathbf m=\mathbf R/L$. Since $e^{-2\pi i\mathbf m\cdot\mathbf G}=1$, (1) gives $a_{\mathbf m}=\int\chi\,e^{-2\pi i\mathbf m\cdot\mathbf k}d^dk$. Let $q=2\pi m$ and $x=qr$. In 2D the angular average is $J_0(qk)$ and $\int_0^rkJ_0(qk)\,dk=rJ_1(x)/q$, so $a=2\pi rJ_1/q=(r/m)J_1(x)$. In 3D the integral in (2) gives $a=4\pi r^3(\sin x-x\cos x)/x^3$, and $\sin x-x\cos x=x\sqrt{\pi x/2}\,J_{3/2}(x)$ turns this into $(2\pi)^{3/2}r^3x^{-3/2}J_{3/2}=(r/m)^{3/2}J_{3/2}(x)$. Parseval's relation, without the mean $a_0=\bar N$, gives

$$\sigma^2=\sum_{\mathbf m\ne0}\Big(\frac rm\Big)^dJ_{d/2}^2(2\pi rm).\tag{9}$$

Every argument is at least $2\pi r$, so for $r\gg1$ each term takes the large-argument form $J_\nu^2(x)\approx(2/\pi x)\cos^2(x-\nu\pi/2-\pi/4)$. Averaging over a range of $r$ of order one or more replaces $\cos^2$ by $\tfrac12$, so $J^2\to1/(2\pi^2rm)$ and

$$\overline{\sigma^2}\to\frac{Z_d}{2\pi^2}\,r^{d-1},\qquad Z_d=\sum_{\mathbf m\ne0}m^{-(d+1)}.$$

In the limit $d=1$, $J_{1/2}^2(x)=(2/\pi x)\sin^2x$ exactly, $Z_1=2\cdot\pi^2/6$, and $Z_1/(2\pi^2)=1/6$ cancels the $1/6$ in (8).

Direct summation over $m\le40$, with the remainder replaced by its integral ($2\pi/40$ in 2D, $4\pi/40$ in 3D), gives $Z_2=9.0336$ and $Z_3=16.532$, so $Z_d/(2\pi^2)=0.4576$ and $0.8375$. The overlap formula averaged over $5\le r\le8$ gives $\sigma^2/r^{d-1}=0.4562$ and $0.8311$.

A range $\Delta r\sim1$ corresponds to $\Delta N\sim N^{(d-1)/d}$, which exceeds $\sigma\sim N^{(d-1)/2d}$ and is small against $N$, so the conditions on (8) can be met at large $N$. Inserting $r=(N/c_d)^{1/d}$,

$$\overline{\Delta E/E_\infty}\approx C_dN^{-(d+1)/d}-\frac{d+2}{6d^2N^2},\qquad C_d=\frac{(d+2)Z_d}{2\pi^2d^2}\,c_d^{-(d-1)/d}.\tag{10}$$

The exponents are $3/2$ in 2D and $4/3$ in 3D, with $C_2=0.4576/\sqrt\pi=0.2582$ and $C_3=\tfrac59\,0.8375\,(4\pi/3)^{-2/3}=0.1791$ for square and simple cubic cells. The law describes averages over $N$; single values oscillate about it. The mean of the ratio of the computed $\Delta E_N/E_\infty$ to (10) is $0.989$ over $N=20,\dots,60$ in 2D and $0.899$ over $N=15,\dots,57$ in 3D. The 3D window spans less than one unit of $r$, under two periods of the slowest term $\cos^2(2\pi r-\pi)$. That the $10\%$ shortfall comes from this incomplete averaging is a conjecture, consistent with the close agreement found above when the true $\sigma^2(r)$ is kept.

## 9. Worked example: 14 electrons at $r_s=2$ bohr

The model is the unpolarized free gas in a simple cubic cell, $N=7$ per spin. The volume per electron is $4\pi r_s^3/3$, so $L=(14\cdot4\pi/3)^{1/3}\cdot2=7.77026$ bohr, $b=2\pi/L=0.80862$ bohr$^{-1}$ and $b^2=0.65387$ Ha. From $4\pi r^3/3=7$, $r=1.18669$, $k_F=rb=0.95958$ bohr$^{-1}$ and $\mu=0.95958^2/2=0.46040$ Ha. The density of states per spin is $g=10.5/0.46040=22.81$ Ha$^{-1}$. The exact energy per electron is $\tfrac35\mu=0.276238$ Ha, or $7.5168$ eV.

At the single twist $\boldsymbol\theta=0$ the levels are one at zero and six at $b^2/2$, so $E/N=\tfrac37\cdot0.65387=0.28023$ Ha.

Grand-canonical quadrature gives $\langle N\rangle=6.9997$ and $\langle E_\mu\rangle/N=0.27622$ Ha. The small departures from $7$ and $0.27624$ are the error of a finite rule applied to a discontinuous integrand; the continuous combination $E_\mu-\mu\,\delta N$, which has the same exact mean, gives $0.276238$ Ha on the same nodes. The count $N(\mu,\boldsymbol\theta)$ ranges from 4 to 10 over the nodes.

Canonical quadrature gives $0.278931$ Ha, or $7.5901$ eV. The excess is $0.278931-0.276238=0.002693$ Ha per electron, or $0.0733$ eV, which is $0.975\%$ of the exact energy. On the nodes, the lowest empty state lies at $0.730\,k_F$ and the highest filled state at $1.075\,k_F$ (a denser set of twists that includes the cell boundaries reaches $1.079\,k_F$). The first figure matches the corner twist $(\tfrac12,\tfrac12,\tfrac12)b$, where eight levels are degenerate at $|\mathbf k|=\sqrt3\,b/2$, seven are filled, and $(\sqrt3/2)/1.18669=0.730$.

The displaced volume is $w\approx0.318$; the count is discontinuous, and the value moves from $0.3172$ on these nodes to $0.3183$ on a finer sampling of twists. The bound (5) per electron is $w^2/(gN)=0.318^2/(22.81\cdot7)\approx0.00063$ Ha, and the unexpanded form gives the same digits. The variance is $0.7186$ from the overlap sum, $0.7185$ from (9) summed to $m\le40$ with the averaged remainder, and $0.7164$ from quadrature. The single-$N$ estimate is $(0.7186-1/6)/(2\cdot22.81\cdot7)=0.00173$ Ha, which is $64\%$ of the true excess. Here $\sigma^2$ is well below its smooth value $0.8375\cdot1.18669^2=1.18$. The variance changes quickly near $\mu$: it is about $1.3$ at $0.9\,k_F$ and about $0.55$ at $1.05\,k_F$. Since (6) samples these neighbouring energies and (7) ties the variance only to a sum over $N$, the value $\sigma^2(\mu)$ is a poor guide to the single value $\Delta E_7$. For larger cells, relative to $E_\infty$ and independent of $r_s$:

| $N$ | $\sigma^2$ | excess, % | bound, % | estimate, % |
|---|---|---|---|---|
| 7 | 0.719 | 0.975 | 0.23 | 0.626 |
| 19 | 1.671 | 0.253 | 0.080 | 0.232 |
| 27 | 2.628 | 0.213 | 0.046 | 0.188 |
| 57 | 5.057 | 0.083 | 0.024 | 0.084 |

The density matrix along a cell axis, $\rho(x)/\rho(0)$, is $0.58123$ from (2) at $x=0.3L$, $0.5812$ by grand-canonical quadrature and $0.579$ by canonical quadrature (the canonical integrand jumps across Bragg planes, and the value moves by about $3\times10^{-4}$ with the sampling). For $k_Fx\ll1$ the form $1-x^2\langle k^2\rangle/6$, valid under cubic symmetry, shows that a larger kinetic energy lowers $\rho$. At $x=0.3L$, where $k_Fx=2.2$, the deviation still has that sign but is about $-0.002$ against $-0.005$ from that form, and by $x=0.45L$ it has turned positive. At $x=L$ the values are $-0.01423$, $-0.0141$ and $0.00000$.

## 10. Finite sets of twists

On a uniform mesh of $n^d$ twists that contains the origin, the mesh average of $e^{2\pi i\mathbf m\cdot\boldsymbol\theta}$ is a product of geometric sums, equal to 1 when every component of $\mathbf m$ is a multiple of $n$ and 0 otherwise. The grand-canonical count is then $N+\sum a_{\mathbf m}$ over nonzero $\mathbf m\in n\mathbb Z^d$. The mesh fills the same states as a periodic cell of side $nL$, and its error is the shell error of that cell divided by $n^d$. It vanishes as $n\to\infty$, whereas the canonical mesh average tends to $E_\infty+\Delta E_N$.

For $M$ independent uniform twists, the sample mean of any $A(\boldsymbol\theta)$ has expectation $\langle A\rangle$ and standard error $s_A/\sqrt M$, with $s_A$ the standard deviation over twists. The raw $E_\mu$ is unbiased but jumps by $\mu$ whenever a state crosses the sphere. The corrected $E_\mu-\mu\,\delta N=\Phi+\mu N$ has the same mean, since $\langle\delta N\rangle=0$, and is continuous, since a state enters $\Phi$ with weight $\varepsilon-\mu=0$. Its variance follows as in (9). With $b=1$, $-\Phi=\sum_{\mathbf G}\tfrac12(r^2-k^2)_+$, whose Fourier coefficient $p_{\mathbf m}$ vanishes at $r=0$ and obeys $\partial p_{\mathbf m}/\partial r=r\,a_{\mathbf m}=r^{\nu+1}m^{-\nu}J_\nu(2\pi rm)$ with $\nu=d/2$. The identity $\frac{d}{dr}[r^{\nu+1}J_{\nu+1}(qr)]=q\,r^{\nu+1}J_\nu(qr)$ gives $p_{\mathbf m}=(r/m)^{\nu+1}J_{\nu+1}/(2\pi)$, so

$$\operatorname{Var}\Phi=\frac{b^4}{4\pi^2}\sum_{\mathbf m\ne0}\Big(\frac rm\Big)^{d+2}J^2_{d/2+1}(2\pi rm).\tag{11}$$

For large $r$, averaged as before, this is $r^{d+1}\sum m^{-(d+3)}/(8\pi^4)$, while $\mu^2\sigma^2\to r^{d+3}Z_d/(8\pi^2)$. The correction removes the part of the variance that is larger by a factor of order $\pi^2r^2$.

In the example, (11) and quadrature both give a standard deviation of $0.01912$ Ha per electron. A sample of 20000 random twists gives the following means, standard deviations and standard errors per electron: raw grand-canonical $0.27588$, $0.05103$, $0.00036$ Ha; corrected $0.27620$, $0.01916$, $0.00014$ Ha; canonical $0.27892$, $0.01631$, $0.00012$ Ha. The two grand-canonical means lie within about one standard error of $0.27624$ Ha. The canonical mean agrees with $0.27893$ Ha and lies about 23 standard errors (of $0.01631/\sqrt{20000}=0.000115$ Ha) above the exact value.

The canonical energy has the smallest spread of the three in this cell, so with few twists it has the smallest mean-square error, $0.002693^2+0.01631^2/M$. It loses to the corrected estimator when $M>(0.01916^2-0.01631^2)/0.002693^2\approx14$, and to the raw one when $M>(0.05103^2-0.01631^2)/0.002693^2\approx320$. These crossovers belong to this cell.

The ratio taken twist by twist, $\langle E_\mu/N(\mu,\boldsymbol\theta)\rangle$, is $0.27447$ Ha by quadrature, $0.00177$ Ha or $0.64\%$ below the exact value. To see why, write $E_\mu/N(\mu,\boldsymbol\theta)=\mu+\Phi/(N+\delta N)$ and expand $1/(N+\delta N)=N^{-1}(1-\delta N/N+\delta N^2/N^2-\dots)$. To second order in the fluctuations the shift from $E_\infty/N=\mu+\langle\Phi\rangle/N$ is

$$\frac{\langle\Phi\rangle}{N}\frac{\sigma^2}{N^2}-\frac{\operatorname{Cov}(\Phi,\delta N)}{N^2}.$$

With $\langle\Phi\rangle/N=\tfrac35\mu-\mu=-0.18416$ Ha, the first term is $-0.18416\cdot0.7186/49=-0.00270$ Ha. The covariance follows from $E_\mu=\Phi+\mu N+\mu\,\delta N$, which gives $\operatorname{Var}E_\mu=\operatorname{Var}\Phi+\mu^2\sigma^2+2\mu\operatorname{Cov}$. Dividing by $N^2$, $0.05103^2=0.01912^2+0.46040^2\cdot0.7186/49+2\mu\operatorname{Cov}/N^2$, that is $0.002604=0.000366+0.003109+2\mu\operatorname{Cov}/N^2$, so $\operatorname{Cov}/N^2\approx-0.00095$ Ha. The sum $-0.00270+0.00095=-0.00175$ Ha accounts for the observed shift of $-0.00177$ Ha. The closeness is partly accidental: the third- and fourth-order terms are about $+0.00008$ and $-0.00011$ Ha and largely cancel, so the second-order form is reliable here to about $10^{-4}$ Ha.

## 11. Beyond free electrons

For independent electrons in a fixed periodic potential, the levels at a twist are the band energies of the crystal at the momenta that fold onto it, and (1) holds band by band over the Brillouin zone of the crystal. Grand-canonical filling is again exact under the conditions of section 3. The derivation of (6) used only the ordering of levels and $\langle N(\varepsilon,\boldsymbol\theta)\rangle=\bar N(\varepsilon)$, so it carries over to the sum of band energies, with the lower limit moved to the bottom of the spectrum. In an insulator with $\mu$ in the gap, $N(\mu,\boldsymbol\theta)=N$ at every twist, the count stays on one side of $N$ at every other energy, the bracket in (6) vanishes, and canonical averaging is exact in any dimension. In a metal the excess is positive whenever $\delta N\neq0$ on a set of twists of nonzero volume. It then concerns the band energy; the argument gives no inequality for the kinetic energy alone once a potential is present.
